# Slater determinants in quantum Monte Carlo do not need orthonormal orbitals

**Q:** I have localized the occupied orbitals for a quantum Monte Carlo run, and they overlap one another. I must orthonormalize them first, surely? A Slater determinant is built from orthonormal orbitals, so with overlapping ones the energy will be wrong.

**A:** The energy will be the same. Take \(N\) electrons of one spin, with linearly independent orbitals \(\phi_1,\dots,\phi_N\), and write

\[
D_{ij}=\phi_j(x_i),\qquad \Delta=\det D,\qquad \Psi=e^{J}\Delta .
\]

Rows belong to electrons and columns to orbitals. The real Jastrow exponent \(J\) depends on the electron positions but not on the choice of orbitals. Now mix the occupied orbitals with a constant invertible matrix \(C\):

\[
\phi'_j(x)=\sum_k\phi_k(x)\,C_{kj}.
\]

Evaluated at \(x_i\), this reads \(D'_{ij}=\sum_k D_{ik}C_{kj}\), which is the matrix product \(D'=DC\). The determinant of a product is the product of the determinants, so

\[
\Delta'=\Delta\,\det C,\qquad \Psi'=(\det C)\,\Psi .
\]

The factor \(\det C\) is the same at every configuration. Nothing here required \(C\) to be unitary, so the new orbitals may overlap and have any nonzero norms.

**Q:** But then the wave function is no longer normalized. Doesn't that spoil the averages?

**A:** The variational energy is a quotient,

\[
E=\frac{\int\Psi^*H\Psi}{\int|\Psi|^2}
=\frac{\int|\Psi|^2E_L}{\int|\Psi|^2},\qquad E_L=\frac{H\Psi}{\Psi},
\]

and a constant factor in \(\Psi\) cancels from it. The sampling ignores the factor too: with a symmetric proposal, the Metropolis rule accepts a move with probability \(\min(1,|\Psi_{\rm new}/\Psi_{\rm old}|^2)\), a ratio. Fixed-node diffusion Monte Carlo with a real \(\Psi\) uses the drift \(\nabla\ln|\Psi|\), the local energy \(E_L\) and the set where \(\Psi=0\). A nonzero constant changes none of them.

**Q:** My code never evaluates \(\Psi\) from scratch. It works with the inverse of \(D\) and with derivatives of the orbitals, and those do change.

**A:** They change in compensating ways. Suppose electron \(i\) moves to \(x\). Only row \(i\) of \(D\) changes, so expand the new determinant along that row. The cofactors \(K_{ij}\) do not contain row \(i\) and keep their old values:

\[
\Delta_{\rm new}=\sum_j\phi_j(x)K_{ij},\qquad (D^{-1})_{ji}=\frac{K_{ij}}{\Delta}.
\]

Dividing by \(\Delta\) gives the move ratio

\[
R_i(x)=\frac{\Delta_{\rm new}}{\Delta}=\sum_j\phi_j(x)\,(D^{-1})_{ji}.
\]

For the mixed orbitals, the row of values is \(\phi(x)C\) and the inverse is \((DC)^{-1}=C^{-1}D^{-1}\). Their product contains \(CC^{-1}=1\), so \(R_i(x)\) is unchanged.

Differentiating \(R_i(x)\) once or twice and setting \(x=x_i\) gives

\[
\frac{\partial_i\Delta}{\Delta}=\sum_j\frac{d\phi_j}{dx}(x_i)\,(D^{-1})_{ji},\qquad
\frac{\partial_i^2\Delta}{\Delta}=\sum_j\frac{d^2\phi_j}{dx^2}(x_i)\,(D^{-1})_{ji}.
\]

Because \(C\) is constant, derivatives of the orbitals mix with the same \(C\), and it cancels again.

For the local energy, use units with \(\hbar=m=1\) and one dimension. The product rule gives

\[
\partial_i\Psi=e^J(\partial_i\Delta+\Delta\,\partial_iJ),
\]
\[
\partial_i^2\Psi=e^J\left[\partial_i^2\Delta+2(\partial_iJ)(\partial_i\Delta)+\Delta\,\partial_i^2J+\Delta(\partial_iJ)^2\right].
\]

Divide by \(\Psi=e^J\Delta\), multiply by \(-\tfrac12\), sum over electrons and add the potential \(V\):

\[
E_L=-\frac12\sum_i\left[\frac{\partial_i^2\Delta}{\Delta}+2(\partial_iJ)\frac{\partial_i\Delta}{\Delta}+\partial_i^2J+(\partial_iJ)^2\right]+V .
\]

Each term is independent of \(C\).

**Q:** Can you show me that with actual overlapping orbitals?

**A:** Put four same-spin electrons in a one-dimensional harmonic trap. Lengths are in units of \(\sqrt{\hbar/m\omega}\) and energies in units of \(\hbar\omega\). The canonical occupied orbitals are the oscillator eigenfunctions \(n=0,1,2,3\). I compare them with two localized sets made from the same four functions.

The first set diagonalizes the \(4\times4\) matrix of \(x\) between the occupied functions. It is orthonormal, with centres at \(\pm0.525\) and \(\pm1.651\). For the second set, take each centre \(c\) in turn and find the normalized combination of the four functions with the smallest \(\langle(x-c)^2\rangle\). This is the lowest eigenvector of the \(4\times4\) matrix of \((x-c)^2\). The root-mean-square spread about the centre falls from 0.707 for every orthonormal orbital to 0.480 for the inner and 0.546 for the outer compact ones. The price is overlap: 0.460 between an outer orbital and its inner neighbour, and 0.452 between the two inner ones.

At positions \((-1.5,-0.4,0.6,1.8)\) the canonical determinant is 0.73287 and the compact one is 0.45730. Their ratio is

\[
\frac{0.45730}{0.73287}=0.6240,
\]

which is \(\det C\) for the compact set. Now move the second electron from \(-0.4\) to \(0.1\). Both sets give the move ratio 0.6058.

You can obtain this ratio by hand. As a function of \(x_2\), the determinant is \(e^{-x_2^2/2}\) times a polynomial of degree at most three. It vanishes when \(x_2\) meets any of the other three electrons, because two rows are then equal. The polynomial is therefore a constant times \((x_2+1.5)(x_2-0.6)(x_2-1.8)\), and

\[
R_2=\frac{(1.6)(-0.5)(-1.7)}{(1.1)(-1.0)(-2.2)}\,e^{(0.16-0.01)/2}
=\frac{1.36}{2.42}\times1.0779=0.6058 .
\]

No norm or overlap of an orbital entered.

**Q:** And with interactions and a Jastrow factor?

**A:** Add the soft repulsion \(\sum_{i<j}1/\sqrt{1+r_{ij}^2}\) and take \(J=-0.2\sum_{i<j}e^{-r_{ij}^2/2}\), which lowers \(|\Psi|\) when electrons approach. At the original positions, the inverse-matrix formula with compact orbitals gives \(E_L=11.3357\). Five-point finite differences of the full wave function with canonical orbitals give the same value.

Next, run Metropolis sampling twice with the same random numbers, once with each set. I used 1000 walkers and 500 steps and discarded the first 200. The final positions are identical, and both energies are \(11.0428\pm0.0015\). The agreement is much closer than the statistical error because the two runs make the same decisions on the same moves. The error bar describes how well either run knows the energy of this trial function.

**Q:** Then where did the demand for orthonormal orbitals come from?

**A:** It simplifies integrals that are done analytically. Take two determinants \(\Delta_A\) and \(\Delta_B\), without Jastrow factors, built from orbitals \(a_i\) and \(b_j\). Expand \(\Delta_A^*\) into its \(N!\) signed products. Relabelling the electrons turns each product into \(\prod_i a_i^*(x_i)\), and the sign from \(\Delta_B\) cancels the sign of the product. All \(N!\) terms are therefore equal. In the remaining one, \(a_i^*(x_i)\) multiplies row \(i\) of the matrix for \(\Delta_B\), and each row can be integrated separately:

\[
\int\Delta_A^*\Delta_B=N!\,\det S_{AB},\qquad (S_{AB})_{ij}=\int a_i^*b_j\,dx .
\]

For one orbital set with overlap matrix \(S\), the squared norm is \(N!\det S\). Orthonormality makes \(\det S=1\). For the compact orbitals \(\det S=0.3894\), which equals \(0.6240^2\), as it must when \(S=C^\dagger C\).

The energy for a one-body Hamiltonian \(\sum_i h(i)\) is similar. First let the orbitals \(\chi_j\) be orthonormal. Acting on the determinant, the Hamiltonian gives a sum of determinants, each with one column \(\chi_j\) replaced by \(h\chi_j\). The overlap matrix of such a term with the original is the unit matrix with column \(j\) replaced, and its determinant is the diagonal element \(\langle\chi_j|h|\chi_j\rangle\). Hence \(E=\sum_j\langle\chi_j|h|\chi_j\rangle\).

For general orbitals \(\phi_j\), choose a matrix \(B\) that makes \(\chi_j=\sum_k\phi_kB_{kj}\) orthonormal. Then \(B^\dagger SB=1\), so \(S=(B^\dagger)^{-1}B^{-1}\) and \(BB^\dagger=S^{-1}\). With \(h_{ij}=\langle\phi_i|h|\phi_j\rangle\),

\[
E=\operatorname{Tr}(B^\dagger hB)=\operatorname{Tr}(BB^\dagger h)=\operatorname{Tr}(S^{-1}h).
\]

Leaving out \(S^{-1}\) for overlapping orbitals would be an error. Monte Carlo sampling uses neither integral formula, so it has no such factor to forget.

**Q:** So I may use any linearly independent orbitals at all?

**A:** Any that span the same occupied space. This condition is also necessary. At a configuration with \(\Delta\ne0\), the \(N\) functions \(R_i(x)\) are combinations of the \(\phi_j(x)\) with the invertible coefficient matrix \(D^{-1}\). They therefore span the occupied space. If two determinants are proportional, they have the same ratios \(R_i(x)\), and so the same span.

Adding some of an unoccupied orbital to an occupied one changes the span and hence the wave function. A singular \(C\) makes the determinant zero everywhere. If \(C\) varied with the electron positions, \(\det C\) would in general be a varying factor and could not be dropped.

With both spins present, \(\Psi=e^J\Delta_\uparrow\Delta_\downarrow\), and each determinant may have its own \(C\).

**Q:** What if I have a sum of determinants?

**A:** Then mix with care. Consider

\[
\Phi=\det[\phi_0,\phi_1,\phi_2]+c\,\det[\phi_0,\phi_1,\phi_3].
\]

Mixing \(\phi_0\) with \(\phi_1\) by an invertible \(2\times2\) matrix \(M\) multiplies both terms by \(\det M\), which is harmless. Replacing \(\phi_2\) by \(\phi_2+t\phi_3\) is different. A determinant is linear in each column, so the first term gains \(t\det[\phi_0,\phi_1,\phi_3]\), and the coefficient \(c\) becomes \(c+t\). To keep the original function, you must use \(c-t\) in the new expansion.

**Q:** Is there any numerical reason to prefer orthonormal orbitals?

**A:** They protect you from near dependence built into the orbitals themselves. The matrix \(D\) can still be nearly singular at particular configurations, close to a node of \(\Delta\), whatever orbitals you use. Suppose all four orbitals are the ground state plus, in three of them, \(10^{-6}\) of a different excited orbital. The algebra still holds, but the information that distinguishes the columns begins only near their sixth significant digit, so fewer of the stored digits carry it. The condition number of this \(C\), the ratio of its largest to smallest singular value, is \(4\times10^6\). Over the 1000 final walker positions, the median change in \(E_L\) relative to canonical orbitals is \(9\times10^{-11}\,\hbar\omega\) in double precision. For the compact set, with condition number 2.7, the median change is zero: at least half of the values agree to the last stored digit. Moderate overlap is no problem here, whereas near dependence costs digits. The condition number measures near dependence only when the orbitals have comparable norms: merely rescaling three of them by \(10^{-6}\) gives a condition number of \(10^6\) and leaves the median change at zero.

**Q:** I localized the orbitals so that I could set their tails to zero and skip most of the matrix. Is that free as well?

**A:** No. In the sequence of mixing, localizing and truncating, truncation is the step that can change the wave function. It would be harmless if the truncated orbitals still spanned the old space, but in the trap they cannot. Every nonzero function in the occupied space is \(e^{-x^2/2}\) times a polynomial of degree at most three, so it has at most three zeros. A truncated orbital vanishes on whole intervals and lies outside that space.

To measure the effect, switch off the repulsion and the Jastrow factor. The canonical determinant is then the exact ground state, with energy \(0.5+1.5+2.5+3.5=8\). Multiply each localized orbital by a window that depends on the distance \(r\) from its centre. The window is 1 up to \(r=r_c-1\) and 0 beyond the cutoff \(r_c\). In between it is

\[
w=1-t^3(10-15t+6t^2),\qquad t=r-(r_c-1),
\]

whose first and second derivatives vanish at both ends. The energies below come from \(\operatorname{Tr}(S^{-1}h)\), with the integrals done on a grid. The last column is the percentage of matrix entries that are zero, averaged over 2000 configurations sampled from the exact determinant. These percentages carry sampling noise of a few tenths at most; integrating the exact density gives 11.8 and 1.8 for the first two rows.

| \(r_c\) | \(E-8\), orthonormal | \(E-8\), compact | zeros (%) |
|---|---:|---:|---:|
| 3 | 0.1480 | 0.0341 | 12.1 |
| 4 | 0.0467 | 0.0081 | 1.9 |
| 5 | 0.0111 | 0.0020 | 0.0 |
| 6 | 0.0002 | 0.00004 | 0.0 |

The energy rises because the ground state of this model is unique and the truncated determinant is not proportional to it. At \(r_c=3\), the normalized overlap \(|\det S_{AB}|/\sqrt{\det S_{AA}\det S_{BB}}\) with the exact determinant is 0.9775 for the orthonormal set and 0.994 for the compact set. A Monte Carlo average of \(E_L\) for the truncated orthonormal set gives \(8.145\pm0.002\), compared with 8.148 from the integrals.

At each of the four cutoffs in the table, the compact orbitals cost four to six times less energy with this window of width 1. For widths 0.5 and 2 the factor ranges from about three to eight. The comparison is with this one orthonormal set, the one that diagonalizes \(x\); other orthonormal sets were not tried. At these cutoffs about 12% of the entries vanish at most, so little of the matrix is skipped. The model serves to expose the truncation error, not to measure the saving from sparsity.

**Q:** Why bother with a smooth window? I could simply set the orbital to zero beyond the cutoff.

**A:** Because the sampled local energy cannot see the jump. Take one electron in the oscillator ground state \(\phi(x)=\pi^{-1/4}e^{-x^2/2}\) and cut it to zero for \(|x|>R=2\). Every sampled point lies inside, where \(\phi\) still satisfies the Schrödinger equation, so \(E_L=\tfrac12\) at each of them. The run would report the exact ground-state energy with no variance, for a function that is not the ground state.

To find the missing energy, replace each jump by a ramp of width \(\delta\): multiply \(\phi\) by a factor that falls linearly from 1 at \(|x|=R\) to 0 at \(|x|=R+\delta\). For small \(\delta\), the slope on the ramp is about \(-\phi(R)/\delta\) at the right edge and the opposite at the left. The kinetic energy is \(\tfrac12\int|\psi'|^2dx\) divided by the norm. Each edge contributes \(\tfrac12[\phi(R)/\delta]^2\delta=\phi(R)^2/(2\delta)\) to the integral, so the two together give

\[
E_{\rm edges}\approx\frac{1}{\delta}\,
\frac{\phi(R)^2}{\int_{-R}^{R}\phi^2dx}
=\frac{0.01038}{\delta}.
\]

Numerical integration of the whole energy, with the kinetic part in its squared-slope form, gives 1.52 for \(\delta=0.01\), 10.9 for \(\delta=0.001\) and 104 for \(\delta=0.0001\). The energy grows without limit as the ramp approaches a jump, whereas sampling the abruptly cut function gives 0.5. That value is not the energy expectation value of the discontinuous function, which has no finite one, so the variational principle gives it no guarantee. For several electrons the sampled average after an abrupt cut is no longer exact and can err in either direction. For the four-electron determinant at \(r_c=3\) it is about 8.03 with the orthonormal set and 7.97 with the compact set, the latter below the exact ground-state energy 8. The abrupt value can thus lie closer to the untruncated energy than the smooth-window value (8.148 for the orthonormal set); what it lacks is the upper bound. With the smooth window, the orbital and its first two derivatives are continuous, no edge term is missed, and the cost of truncation appears in the sampled energy.

Numbers in the example were calculated in double precision.
